# The Lamb dip and crossover resonance in a Doppler-broadened gas: test program

```python
"""Lamb dip (two-level gas) and crossover resonance (V system) at low saturation.
The third-order formulas are tested against a non-perturbative Lindblad solution
(matrix continued fraction in spatial harmonics, averaged over velocity), which is
itself tested by direct time integration. Residue integrals are tested by quadrature.
Inside the solver all rates are in units of gamma (= gamma_a)."""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import wofz

# ---------- chosen inputs (SI) ----------
pi = np.pi
mass, lam, temp, dens, length = 166*sc.atomic_mass, 401e-9, 1400.0, 1e15, 0.02
Gam_si, gcol_si, wba_si = 2*pi*30e6, 2*pi*5e6, 2*pi*400e6
s_ex, pa, pb = 0.05, 0.6, 0.4
k = 2*pi/lam; om = sc.c*k
gam_si = Gam_si/2 + gcol_si
u = np.sqrt(2*sc.k*temp/mass)
G, gc, U, h = Gam_si/gam_si, gcol_si/gam_si, k*u/gam_si, wba_si/(2*gam_si)
dip = np.sqrt(3*pi*sc.epsilon_0*sc.hbar*sc.c**3*Gam_si/om**3)
Isat = sc.hbar*om**3*gam_si/(6*pi*sc.c**2)
sig0 = 3*lam**2/(2*pi)*Gam_si/(2*gam_si)
alphaG = dens*sig0*np.sqrt(pi)/U
rabi = lambda I: dip*np.sqrt(2*I/(sc.epsilon_0*sc.c))/sc.hbar
assert abs(rabi(Isat)**2/(Gam_si*gam_si) - 1) < 1e-12            # s = 1 at I_sat
assert abs(k*dip**2/(sc.epsilon_0*sc.hbar*gam_si)/sig0 - 1) < 1e-12  # k Im(chi)/n
lor = lambda y, g=1.0: g*g/(g*g + y*y)

# ---------- full solution for atoms with Doppler shifts x = k v ----------
def harmonics(x, dets, weights, sp, sm, nmax, gx=0.0):
    d = len(dets) + 1; I = np.eye(d); D = d*d; M = len(x)
    def ket(i, j):
        m = np.zeros((d, d), complex); m[i, j] = 1; return m
    comm = lambda H: -1j*(np.kron(H, I) - np.kron(I, H.T))
    def diss(c):
        n = c.conj().T @ c
        return np.kron(c, c.conj()) - 0.5*np.kron(n, I) - 0.5*np.kron(I, n.T)
    L0 = comm(np.diag([0.0] + [-t for t in dets]).astype(complex))
    L0 = L0 + diss(np.sqrt(2*gc)*ket(0, 0)) + diss(np.sqrt(2*gx)*ket(d-1, d-1))
    Hp = np.zeros((d, d), complex)
    for j, p in enumerate(weights, 1):
        L0 = L0 + diss(np.sqrt(G)*ket(0, j))
        Hp += 0.5*np.sqrt(p*sp*G)*ket(j, 0) + 0.5*np.sqrt(p*sm*G)*ket(0, j)
    Lp, Lm = comm(Hp), comm(Hp.conj().T)
    ground = ket(0, 0).ravel()
    L0 = L0 - np.outer(ground, I.ravel())          # enforces trace rho_n = delta_n0
    A = lambda n: L0[None] - 1j*n*x[:, None, None]*np.eye(D)[None]
    S = np.zeros((M, D, D), complex); T = S.copy()
    for n in range(nmax, 0, -1):
        S = -np.linalg.solve(A(n) + Lm @ S, np.broadcast_to(Lp, (M, D, D)))
        T = -np.linalg.solve(A(-n) + Lp @ T, np.broadcast_to(Lm, (M, D, D)))
    r0 = np.linalg.solve(A(0) + Lp @ T + Lm @ S,
                         np.broadcast_to(-ground[:, None], (M, D, 1)))
    return r0[:, :, 0], (S @ r0)[:, :, 0], (T @ r0)[:, :, 0]

def absorb_x(x, dets, weights, sp, sm, nmax, gx=0.0):
    r1 = harmonics(x, dets, weights, sp, sm, nmax if sm > 0 else 1, gx)[1]
    d = len(dets) + 1
    return sum(p*(2j*r1[:, j*d]/np.sqrt(p*sp*G)).real for j, p in enumerate(weights, 1))

def absorb(dets, weights, sp, sm, nmax=3, gx=0.0, step=0.25):
    """alpha_+ / alpha_G by trapezoid sum over the Maxwell distribution."""
    x = step*np.arange(-int(4.5*U/step), int(4.5*U/step) + 1)
    return np.sum(absorb_x(x, dets, weights, sp, sm, nmax, gx)*np.exp(-(x/U)**2))*step/pi

def signal(dets, weights, sp, sm, nmax=3, gx=0.0):
    """Pump off minus pump on."""
    return absorb(dets, weights, sp, 0.0, 1, gx) - absorb(dets, weights, sp, sm, nmax, gx)

# ---------- test 1: solver against time integration; energy balance ----------
x0, D0, sp, sm = 0.7, 0.4, 1.0, 0.6
def bloch(t, y):
    W = np.sqrt(sp*G)*np.exp(1j*x0*t) + np.sqrt(sm*G)*np.exp(-1j*x0*t)
    return [(1j*D0 - 1)*y[0] - 0.5j*W*y[1],
            1j*(W*np.conj(y[0]) - np.conj(W)*y[0]) - G*(y[1] - 1)]
ts = 40 + np.arange(256)*2*pi/x0/256
sol = solve_ivp(bloch, (0, ts[-1]), [0j, 1 + 0j], t_eval=ts, method="DOP853",
                rtol=1e-11, atol=1e-13)
r0, r1, rm = harmonics(np.array([x0]), [D0], [1.0], sp, sm, 30)
assert abs(np.mean(sol.y[0]*np.exp(-1j*x0*ts)) - r1[0, 2]) < 1e-7
Ap = (2j*r1[0, 2]/np.sqrt(sp*G)).real; Am = (2j*rm[0, 2]/np.sqrt(sm*G)).real
assert abs(sp*Ap + sm*Am - 2*r0[0, 3].real) < 1e-10

# ---------- test 2: third-order result for each velocity ----------
def grating(x, D):     # per unit s_minus
    Dp, Dmc = 1 - 1j*(D - x), 1 + 1j*(D + x)
    return -(G/2)*(1/Dp + 1/Dmc)/((G + 2j*x)*Dp)
xs, e = np.linspace(-3, 3, 13), 1e-5
third = -lor(D0-xs)*(e*lor(D0-xs) + 2*e*lor(D0+xs)) + 2*e*grating(xs, D0).real
assert np.max(abs(absorb_x(xs, [D0], [1.0], e, 2*e, 4) - lor(D0-xs) - third)) < 30*e*e

# ---------- test 3: residue integrals by quadrature ----------
def integral(f):
    return sum(quad(f, a, b, epsabs=1e-11, epsrel=1e-11, limit=400)[0]
               for a, b in [(-np.inf, -20), (-20, 0), (0, 20), (20, np.inf)])
assert abs(integral(lambda x: lor(x - 0.3)**2) - pi/2) < 1e-8
for ga, gb, Da, Db in [(1, 1, .5, .5), (1, 1.6, 3., -2.2), (.7, 2., -1., 4.)]:
    num = integral(lambda x: lor(Db - x, gb)*lor(Da + x, ga))
    assert abs(num - pi*ga*gb*(ga+gb)/((ga+gb)**2 + (Da+Db)**2)) < 1e-8
for D in (0.0, 1.3):
    assert abs(integral(lambda x: grating(x, D).real)) < 1e-8
    assert abs(integral(lambda x: grating(x, D).imag)) < 1e-8
xg = 0.1*np.arange(-2500, 2501)
gr_num = np.sum(grating(xg, 0.0).real*np.exp(-(xg/U)**2))*0.1/pi
assert abs(gr_num/(-G/(2*U*U)) - 1) < 5/U          # next term is O(gamma/U)
for mult in (1, 2):
    num = integral(lambda x: lor(x)/(1 + mult*s_ex*lor(x)))/pi
    assert abs(num - 1/np.sqrt(1 + mult*s_ex)) < 1e-8

# ---------- test 4: Lamb dip; neglected terms are O(gamma^2/U^2) ----------
tol = 3/U**2
for D in (0.0, 0.5, 1.0, 3.0, 20.0):
    for a, b in [(1.0, 1.0), (0.2, 1.0)]:
        coef = (wofz((D + 1j)/U).real - absorb([D], [1.0], a*e, b*e))/e
        assert abs(coef - np.exp(-(D/U)**2)*(a/2 + b/2*lor(D))) < tol
def depth_width(s, nmax):
    top = signal([0.0], [1.0], s, s, nmax)
    return top, brentq(lambda D: signal([D], [1.0], s, s, nmax) - top/2, .8, 1.4, xtol=1e-6)
dep0, hw0 = depth_width(e, 3)
assert abs(dep0/e - 0.5) < tol and abs(hw0 - 1) < tol
s_vis = 2/U**2
curv = lambda s: absorb([0.05], [1.0], s, s) - absorb([0.0], [1.0], s, s)
assert curv(0.8*s_vis) < 0 < curv(1.2*s_vis)
dep, hw = depth_width(s_ex, 6)
a_centre = absorb([0.0], [1.0], s_ex, s_ex, 6)
assert abs(a_centre - absorb([0.0], [1.0], s_ex, s_ex, 9, step=0.125)) < 1e-5
assert abs(dep/(s_ex/2) - 1) < 5*s_ex              # relative error is O(s)

# ---------- test 5: V system, equal and unequal widths ----------
gauss = np.exp(-(h/U)**2)
def v_rate(d, gb):
    return (pa**2/2*lor(d + h) + pb**2/(2*gb)*lor(d - h, gb)
            + pa*pb*gauss*(1 + gb)/((1 + gb)**2 + 4*d*d))
def v_raman(d, gb):
    gab = G + gb - 1
    return pa*pb*G/4*(1/((gb - 1j*(d-h))*(gab + 2j*h)) + 1/((1 - 1j*(d+h))*(gab - 2j*h))).real
v_full = lambda d, gb=1.0: signal([d + h, d - h], [pa, pb], e, e, 3, gb - 1)/e
full = {}
for gb in (1.0, 1.6):
    for d in (-h - 1, -h, -(1 + gb)/2, 0.0, (1 + gb)/2, h, h + gb):
        full[gb, d] = v_full(d, gb)
        assert abs(full[gb, d] - v_rate(d, gb)) < G*pa*pb/(4*h) + tol
        assert abs(full[gb, d] - v_rate(d, gb) - v_raman(d, gb)) < tol
fm, f0, fp = v_full(-0.1), full[1.0, 0.0], v_full(0.1)
pull_num = -0.1*(fp - fm)/(2*(fp - 2*f0 + fm))
pull = -(pa**2 - pb**2)*h/((1 + h*h)**2*pa*pb*gauss)
assert abs(pull_num/pull - 1) < 0.15               # parabola step, wing curvature

# ---------- printed numbers ----------
MHz = gam_si/(2*pi*1e6)
rate_dep = 1/np.sqrt(1 + s_ex) - 1/np.sqrt(1 + 2*s_ex)
rows = [("input mass", mass/sc.atomic_mass, "u"), ("input wavelength", lam*1e9, "nm"),
 ("input T", temp, "K"), ("input density n", dens, "m^-3"), ("input length", length, "m"),
 ("input Gamma/2pi", G*MHz, "MHz"), ("input gamma_coll/2pi", gc*MHz, "MHz"),
 ("input s+ = s-", s_ex, ""), ("input omega_ba/2pi", 2*h*MHz, "MHz"),
 ("input p_a", pa, ""), ("input p_b", pb, ""),
 ("mass", mass, "kg"), ("k", k, "m^-1"), ("omega", om, "rad/s"),
 ("gamma/2pi", MHz, "MHz"), ("u", u, "m/s"), ("ku/2pi", U*MHz, "MHz"),
 ("Doppler FWHM", 2*np.sqrt(np.log(2))*U*MHz, "MHz"), ("gamma/ku", 1/U, ""),
 ("(gamma/ku)^2", 1/U**2, ""), ("hole half width gamma/k", gam_si/k, "m/s"),
 ("recoil hbar k^2/2m /2pi", sc.hbar*k*k/(2*mass)/(2*pi*1e3), "kHz"),
 ("second-order Doppler (u/c)^2 nu/2", (u/sc.c)**2/2*sc.c/lam/1e3, "kHz"),
 ("dipole d", dip, "C m"), ("I_sat", Isat, "W/m^2"), ("I per beam", s_ex*Isat, "W/m^2"),
 ("Rabi/2pi per beam", rabi(s_ex*Isat)/(2*pi*1e6), "MHz"), ("sigma0", sig0, "m^2"),
 ("alpha_G", alphaG, "m^-1"), ("alpha_G * length", alphaG*length, ""),
 ("Voigt centre Re w(i gamma/ku)", wofz(1j/U).real, ""),
 ("centre alpha/alpha_G, first order", wofz(1j/U).real - s_ex, ""),
 ("centre alpha/alpha_G, Bloch", a_centre, ""),
 ("grating/s-, formula", -G/(2*U*U), ""), ("grating/s-, sum", gr_num, ""),
 ("depth/s at s=1e-5, Bloch", dep0/e, ""), ("FWHM at s=1e-5, Bloch", 2*hw0*MHz, "MHz"),
 ("FWHM, first order", 2*MHz, "MHz"), ("FWHM at s=0.05, Bloch", 2*hw*MHz, "MHz"),
 ("depth/alpha_G, first order", s_ex/2, ""), ("depth/alpha_G, rate eq.", rate_dep, ""),
 ("depth/alpha_G, Bloch", dep, ""), ("depth, first order", alphaG*s_ex/2, "m^-1"),
 ("depth, Bloch", alphaG*dep, "m^-1"), ("visibility threshold s", s_vis, ""),
 ("threshold intensity", s_vis*Isat, "W/m^2"),
 ("crossover offset from omega_a /2pi", h*MHz, "MHz"),
 ("crossover velocity", wba_si/(2*k), "m/s"), ("exp(-(omega_ba/2ku)^2)", gauss, ""),
 ("dip a /(s alpha_G), own term", pa**2/2, ""), ("dip b /(s alpha_G), own term", pb**2/2, ""),
 ("crossover /(s alpha_G), own term", pa*pb*gauss/2, ""),
 ("signal at crossover, formula+R", v_rate(0, 1.) + v_raman(0, 1.), ""),
 ("signal at crossover, Bloch", f0, ""), ("signal at a, Bloch", full[1.0, -h], ""),
 ("signal at b, Bloch", full[1.0, h], ""),
 ("crossover depth at s=0.05, first order", alphaG*s_ex*pa*pb*gauss/2, "m^-1"),
 ("crossover pull, formula", pull*MHz*1e3, "kHz"),
 ("crossover pull, Bloch", pull_num*MHz*1e3, "kHz")]
for name, val, unit in rows:
    print(f"{name} = {val:.5g} {unit}".rstrip())
print("ALL CHECKS PASSED")
```

Running it gives:

```
input mass = 166 u
input wavelength = 401 nm
input T = 1400 K
input density n = 1e+15 m^-3
input length = 0.02 m
input Gamma/2pi = 30 MHz
input gamma_coll/2pi = 5 MHz
input s+ = s- = 0.05
input omega_ba/2pi = 400 MHz
input p_a = 0.6
input p_b = 0.4
mass = 2.7565e-25 kg
k = 1.5669e+07 m^-1
omega = 4.6974e+15 rad/s
gamma/2pi = 20 MHz
u = 374.49 m/s
ku/2pi = 933.89 MHz
Doppler FWHM = 1555 MHz
gamma/ku = 0.021416
(gamma/ku)^2 = 0.00045863
hole half width gamma/k = 8.02 m/s
recoil hbar k^2/2m /2pi = 7.4745 kHz
second-order Doppler (u/c)^2 nu/2 = 0.5833 kHz
dipole d = 2.0766e-29 C m
I_sat = 810.8 W/m^2
I per beam = 40.54 W/m^2
Rabi/2pi per beam = 5.4772 MHz
sigma0 = 5.7583e-14 m^2
alpha_G = 2.1857 m^-1
alpha_G * length = 0.043715
Voigt centre Re w(i gamma/ku) = 0.97629
centre alpha/alpha_G, first order = 0.92629
centre alpha/alpha_G, Bloch = 0.9306
grating/s-, formula = -0.00034397
grating/s-, sum = -0.00032913
depth/s at s=1e-5, Bloch = 0.50009
FWHM at s=1e-5, Bloch = 40.009 MHz
FWHM, first order = 40 MHz
FWHM at s=0.05, Bloch = 42.385 MHz
depth/alpha_G, first order = 0.025
depth/alpha_G, rate eq. = 0.022437
depth/alpha_G, Bloch = 0.021594
depth, first order = 0.054644 m^-1
depth, Bloch = 0.047199 m^-1
visibility threshold s = 0.00091726
threshold intensity = 0.74372 W/m^2
crossover offset from omega_a /2pi = 200 MHz
crossover velocity = 80.2 m/s
exp(-(omega_ba/2ku)^2) = 0.95517
dip a /(s alpha_G), own term = 0.18
dip b /(s alpha_G), own term = 0.08
crossover /(s alpha_G), own term = 0.11462
signal at crossover, formula+R = 0.11632
signal at crossover, Bloch = 0.11643
signal at a, Bloch = 0.18155
signal at b, Bloch = 0.081795
crossover depth at s=0.05, first order = 0.012527 m^-1
crossover pull, formula = -17.105 kHz
crossover pull, Bloch = -17.324 kHz
ALL CHECKS PASSED
```
